# Why diffuse scattering oscillates at twice the phonon frequency after a pump

## What symmetry fixes

A pump that changes the force constants equally in every cell leaves the crystal invariant under lattice translations. A translation by $\mathbf R$ multiplies the amplitude $Q_{\mathbf q}$ of a phonon by a phase $e^{\pm i\mathbf q\cdot\mathbf R}$. Unless $\mathbf q$ is a reciprocal-lattice vector, a term linear in $Q_{\mathbf q}$ is therefore forbidden in the Hamiltonian. The lowest allowed term is $Q_{\mathbf q}Q_{-\mathbf q}$, whose phases cancel. The thermal state before the pump is invariant too, so $\langle Q_{\mathbf q}\rangle=0$ before and after: the pump cannot displace the mode, but it can change its variance.

In a harmonic crystal whose polarizations stay fixed (mixing is treated below), each amplitude evolves as a combination of $\cos\omega't$ and $\sin\omega't$, where $\omega'$ is the frequency after the pump. The variance is quadratic in these functions, so it contains a constant and a part at $2\omega'$. Diffuse scattering measures the variance. Hence the doubled frequency, and hence a first caution: the Fourier transform gives the dispersion of the pumped crystal, not that of equilibrium.

The assumptions are a harmonic crystal with one atom per cell, thermal equilibrium before $t=0$, a change fast compared with $1/(2\omega')$, force constants steady afterwards, and no damping. Excitations at random sites would break the translation symmetry and are excluded.

## The variance of one mode

Write the displacement of atom $l$ as

$$\mathbf u_l=\frac{1}{\sqrt{NM}}\sum_{\mathbf q}\mathbf e_{\mathbf q}Q_{\mathbf q}e^{i\mathbf q\cdot\mathbf r_l},\qquad Q_{-\mathbf q}=Q_{\mathbf q}^\dagger ,$$

with one branch shown, $N$ atoms of mass $M$, and real polarization vectors. The modes $\mathbf q$ and $-\mathbf q$ together have the Hamiltonian

$$H=P^\dagger P+\omega^2Q^\dagger Q .$$

At $t=0$ the pump adds $(\omega'^2-\omega^2)Q^\dagger Q$. Suppose first that the polarization does not change. Position and velocity are continuous across the step, so

$$Q(t)=Q\cos\omega't+\frac{\dot Q}{\omega'}\sin\omega't .$$

Let $C(t)=\langle Q^\dagger(t)Q(t)\rangle$ and $V=\langle\dot Q^\dagger\dot Q\rangle$ at $t=0$. Multiplying out gives

$$C(t)=C(0)\cos^2\omega't+\frac{V}{\omega'^2}\sin^2\omega't+\frac{\langle Q^\dagger\dot Q+\dot Q^\dagger Q\rangle}{\omega'}\sin\omega't\cos\omega't .$$

The last average is the rate of change of $\langle Q^\dagger Q\rangle$ in the initial equilibrium, which is zero. For the other two, use the phonon operators

$$Q=\sqrt{\frac{\hbar}{2\omega}}\,(b_{\mathbf q}+b^\dagger_{-\mathbf q}),\qquad \dot Q=-i\sqrt{\frac{\hbar\omega}{2}}\,(b_{\mathbf q}-b^\dagger_{-\mathbf q}).$$

With thermal occupation $n$ of both modes,

$$C(0)=\frac{\hbar}{2\omega}(2n+1),\qquad V=\frac{\hbar\omega}{2}(2n+1)=\omega^2C(0),\qquad 2n+1=\coth\frac{\hbar\omega}{2kT}.$$

Inserting $V$, and using $\cos^2x=\tfrac12(1+\cos2x)$ and $\sin^2x=\tfrac12(1-\cos2x)$,

$$\frac{C(t)}{C(0)}=\frac12\left(1+\frac{\omega^2}{\omega'^2}\right)+\frac12\left(1-\frac{\omega^2}{\omega'^2}\right)\cos2\omega't .$$

The relative oscillation does not depend on temperature. Its sign tells the direction of the change. If the mode softens, $\omega'<\omega$, the coefficient of the cosine is negative and the variance starts at its minimum and rises. If the mode hardens, the variance falls first. If the frequency does not change, the mode is silent and its frequency cannot be read from the oscillation.

At a zone-boundary point where $-\mathbf q$ is equivalent to $\mathbf q$, the pair is a single real mode. Its equation of motion and thermal variances are the same, and so is the result.

## Why this is squeezing

The natural operators after the step are

$$b'_{\mathbf q}=\sqrt{\frac{\omega'}{2\hbar}}\left(Q+\frac{i\dot Q}{\omega'}\right).$$

The first term equals $\tfrac12\sqrt{\omega'/\omega}\,(b_{\mathbf q}+b^\dagger_{-\mathbf q})$ and the second $\tfrac12\sqrt{\omega/\omega'}\,(b_{\mathbf q}-b^\dagger_{-\mathbf q})$. Thus

$$b'_{\mathbf q}=u\,b_{\mathbf q}+v\,b^\dagger_{-\mathbf q},\qquad u,v=\frac12\left(\sqrt{\frac{\omega'}{\omega}}\pm\sqrt{\frac{\omega}{\omega'}}\right).$$

The mean of $b'_{\mathbf q}$ is zero, but its correlation with the opposite mode is not. For $\mathbf q\neq-\mathbf q$,

$$\langle b'_{\mathbf q}b'_{-\mathbf q}\rangle_{t=0}=uv\left(\langle b_{\mathbf q}b^\dagger_{\mathbf q}\rangle+\langle b^\dagger_{-\mathbf q}b_{-\mathbf q}\rangle\right)=\frac{2n+1}{4}\left(\frac{\omega'}{\omega}-\frac{\omega}{\omega'}\right).$$

Each operator then turns as $e^{-i\omega't}$, so the product turns as $e^{-2i\omega't}$. In phase space, the noise distribution has become an ellipse for the new oscillator. It rotates at $\omega'$ and looks the same after half a turn.

At any nonzero initial temperature this is squeezed thermal noise. To call it squeezing below the vacuum, the least variance must be smaller than the new zero-point value $\hbar/2\omega'$. For softening the least variance is $C(0)$, and the condition is $(\omega'/\omega)\coth(\hbar\omega/2kT)<1$. For hardening it is $C(0)\,\omega^2/\omega'^2$, and the condition is $(\omega/\omega')\coth(\hbar\omega/2kT)<1$. The relative oscillation of the variance cannot decide this, since it is independent of temperature.

Nor does a line at $2\omega$ by itself prove squeezing. Consider an oscillator of fixed frequency $\omega$ driven at wavevector $\mathbf q$. A steady force $F$ switched on at $t=0$ gives $\ddot Q=-\omega^2Q+F$ for the mean, so

$$|\langle Q\rangle|^2=\frac{F^2}{\omega^4}(1-\cos\omega t)^2=\frac{F^2}{\omega^4}\left(\frac32-2\cos\omega t+\frac12\cos2\omega t\right),$$

which contains $\omega$. But a kick acting alone, without the steady force, gives the mean a velocity $J$ at $t=0$. Then $|\langle Q\rangle|^2=(J/\omega)^2\sin^2\omega t$, which oscillates at $2\omega$ alone. It is the uniformity of the pump in a translation-invariant crystal that excludes both the force and the kick. A real sample has surfaces and a finite absorption depth. If the pump also changes the rest lengths of the bonds, unbalanced forces act there and displace longitudinal modes with wavevector along the surface normal; in scattering along that direction they can appear at $\omega'$ rather than $2\omega'$.

## From variance to intensity

For a short probe that collects all energy transfers, with the atomic form factor set to one, the intensity per atom is

$$I(\mathbf Q,t)=\sum_{\mathbf r}e^{-i\mathbf Q\cdot\mathbf r}\exp\left[-\tfrac12\left\langle\left(\mathbf Q\cdot(\mathbf u_0-\mathbf u_{\mathbf r})\right)^2\right\rangle\right].$$

The exponential of the variance follows because harmonic displacements are Gaussian. With $B(\mathbf r)=\langle(\mathbf Q\cdot\mathbf u_0)(\mathbf Q\cdot\mathbf u_{\mathbf r})\rangle$, the exponent is $B(\mathbf r)-B(0)$. Expanding in $B(\mathbf r)$ and writing $2W=B(0)$,

$$I=e^{-2W}\sum_{\mathbf r}e^{-i\mathbf Q\cdot\mathbf r}\left[1+B(\mathbf r)+\tfrac12B(\mathbf r)^2+\dots\right].$$

The first term is the Bragg peak and vanishes at $\mathbf Q=\mathbf G+\mathbf q$ away from reciprocal-lattice vectors $\mathbf G$. The second is the one-phonon intensity, $e^{-2W}(\mathbf Q\cdot\mathbf e)^2C(t)/M$ for one branch. The rest is multiphonon scattering. The factor $e^{-2W}$ also varies in time, but it contains a sum over all modes, whose different frequencies dephase.

## Branches that mix

If the pump rotates the polarizations, project the initial covariances on the new polarizations $\mathbf e'_j$. Let $C_{jl}$ and $V_{jl}$ be the elements for displacement and velocity, and $p_j=\mathbf Q\cdot\mathbf e'_j$. Only symmetrized position-velocity correlations enter the signal. Initially these vanish in every old branch, and different old branches are uncorrelated, so they vanish in the new basis as well. The one-phonon signal, without its prefactor, is

$$S(t)=\sum_{jl}p_jp_l\left[C_{jl}\cos\omega'_jt\cos\omega'_lt+\frac{V_{jl}}{\omega'_j\omega'_l}\sin\omega'_jt\sin\omega'_lt\right].$$

Since $\cos x\cos y$ and $\sin x\sin y$ equal $\tfrac12[\cos(x-y)\pm\cos(x+y)]$, the line at $\omega'_j\pm\omega'_l$ has weight

$$\frac12p_jp_l\left(C_{jl}\mp\frac{V_{jl}}{\omega'_j\omega'_l}\right),$$

counted twice when $j\ne l$. If all force constants scale together, the polarizations stay fixed and the cross terms vanish.

The combination lines need not be weak. At high temperature $C=kT\,D^{-1}$ and $V=kT$ times the unit matrix, where $D$ is the old dynamical matrix. With $D=D'-\delta D$, first order gives $D^{-1}\approx D'^{-1}+D'^{-1}\,\delta D\,D'^{-1}$. The weight at $\omega'_j+\omega'_l$ becomes

$$\frac{kT}{2}\,\frac{p_jp_l\,\delta D_{jl}}{\omega_j'^2\,\omega_l'^2},$$

for equal and unequal branches alike. Rotation and frequency shift enter at the same order.

## How large: a model fcc crystal

Take $a=0.5$ nm, $M=100$ u and $T=300$ K, with central springs to first and second neighbours. The pump changes them from $K_1=20$, $K_2=4$ N/m to $18$ and $6$ N/m.

For a longitudinal wave along [100], $q=2\pi\xi/a$, eight first neighbours lie at $x=\pm a/2$ with squared direction cosine $\tfrac12$. They contribute $4K_1(1-\cos\tfrac{qa}{2})=8K_1s^2$ to $M\omega^2$, where $s=\sin(\pi\xi/2)$. The two second neighbours along $x$ contribute $2K_2(1-\cos qa)=16K_2s^2(1-s^2)$. Therefore

$$M\omega^2=8K_1s^2+16K_2s^2(1-s^2),$$

$$M(\omega'^2-\omega^2)=-16s^2+32s^2(1-s^2)=16s^2(1-2s^2)\ \text{N/m}.$$

The branch hardens for $\xi<\tfrac12$, softens for $\xi>\tfrac12$, and is unchanged at $\xi=\tfrac12$. At X, $\xi=1$, the effective stiffness falls from 160 to 144 N/m, so the cosine amplitude is $\tfrac12(1-160/144)=-5.56\%$.

The full sum for $I(\mathbf Q,t)$ was evaluated numerically for a periodic crystal of $12\times12\times12$ primitive cells at $\mathbf Q=(2+\xi,0,0)\,2\pi/a$, over 10 ps in steps of 20 fs. The last column below is the Hann-weighted cosine component at $2\nu'$, with $\nu=\omega/2\pi$. Both amplitudes are relative to their own intensity at $t=0$.

| $\xi$ | $\nu$ (THz) | $\nu'$ (THz) | one-phonon (%) | full (%) |
|---|---|---|---|---|
| 0.167 | 1.498 | 1.545 | 2.97 | 2.93 |
| 0.333 | 2.816 | 2.870 | 1.85 | 1.79 |
| 0.500 | 3.827 | 3.827 | 0.00 | 0.00 |
| 0.667 | 4.487 | 4.384 | −2.38 | −2.22 |
| 0.833 | 4.835 | 4.627 | −4.61 | −4.24 |
| 1.000 | 4.940 | 4.687 | −5.56 | −5.03 |

Half the frequency of the strongest Fourier peak above 1 THz reproduces $\nu'$ to the digits shown at the five points with a line. These traces contain no noise, and each of the five has one dominant line. Multiphonon scattering mainly dilutes the contrast: at X the one-phonon share before the pump is 90.9%, and $0.909\times5.56\%=5.05\%$, close to the full 5.03%. These numbers depend slightly on the size of the cell. For $48\times48\times48$ cells the share at X is 90.4%, which gives 5.02%, and the full amplitudes move by up to 0.02 (from −4.24 to −4.22 at $\xi=0.833$), while the value at X stays −5.03.

At X and 300 K the least variance is 2.5 times the new vacuum value. With $\omega'/\omega=0.949$, the condition $\tanh(\hbar\omega/2kT)>0.949$ requires $T<65$ K. The 300 K oscillation is thus squeezed thermal noise.

Away from the symmetry axes, at $\mathbf q=(0.5,0.25,0)$ and $\mathbf Q=(2.5,0.25,0)$ in units of $2\pi/a$, two new branches are visible, at 2.639 and 4.075 THz. The one-phonon lines, relative to the initial one-phonon intensity, are:

| line | frequency (THz) | amplitude (%) |
|---|---|---|
| $2\nu'_1$ | 5.279 | 0.40 |
| $2\nu'_2$ | 8.151 | −0.79 |
| $\nu'_1+\nu'_2$ | 6.715 | 1.32 |
| $\nu'_2-\nu'_1$ | 1.436 | 1.26 |

The strongest line is a combination. Halving it would invent a branch at 3.357 THz. The sum and difference lines are nearly equal because $V_{12}$ vanishes in the high-temperature limit.

## What to do about it

**Assign lines before halving them.** Measure the same $\mathbf q$ around several $\mathbf G$. The weight of $2\omega'_j$ contains $p_j^2$ and keeps its sign, whereas a combination line contains $p_jp_l$ and can change sign. It vanishes when $\mathbf Q$ is perpendicular to one of the two polarizations.

**Keep the pulses short on the scale of the doubled frequency.** Averaging $\cos2\omega't$ over a Gaussian probe of rms duration $\sigma$ multiplies the line by

$$e^{-(2\omega')^2\sigma^2/2}.$$

At X, $2\omega'=4\pi\times4.687=58.9$ rad/ps. For $\sigma=20$ fs the exponent is $-(1.178)^2/2=-0.694$, and half the amplitude remains. A gradual change of force constants acts alike. To first order it is a series of small steps at times $s$, each producing $\cos2\omega'(t-s)$; if the rate of change is Gaussian with rms width $\tau$, the factor is the same with $\tau$ for $\sigma$. A slow change therefore leaves almost no oscillation.

**Match the momentum resolution to the trace.** For a Gaussian spread $\sigma_q$ along the dispersion and new group velocity $v'$, the phase $2(\omega'+v'\delta q)t$ averages to a factor $e^{-(2v'\sigma_qt)^2/2}$. This reaches $e^{-1/2}=0.607$ at

$$t_*=\frac{1}{2v'\sigma_q}.$$

At $\xi=0.333$, $v'=3.47$ nm/ps. A spread of $0.01\times2\pi/a=0.126$ nm$^{-1}$ gives $t_*=1.15$ ps. The decay is then instrumental and must not be read as a phonon lifetime.

**Choose the length and step of the scan separately.** A trace of length $T_{\rm s}$ separates lines at best about $1/T_{\rm s}$ apart, hence phonon frequencies about $1/(2T_{\rm s})$ apart: 0.05 THz for 10 ps. At exactly this spacing two equal lines of opposite sign still merge into one peak. A Hann window doubles the width of each line: two lines of the same sign at 7.95 and 8.05 THz then peak at 7.90 and 8.10 THz in a 10 ps trace, so a wider spacing or a longer trace is needed. The step must be shorter than $1/(4\nu'_{\max})$, because the signal at $2\nu'$ needs more than two samples per period. If the force constants recover during the trace, $\omega'$ is no longer constant, and a single Fourier peak does not give the dispersion at one instant.

Numerical values quoted here were computed with a short program.
